# Beam radius and threshold energy from two laser-written phase-change marks: verification in Python

```python
# Result under test: a Gaussian pulse of energy E and 1/e^2 radius w switches
# every point whose fluence exceeds a fixed threshold. The mark diameter D obeys
#   D^2 = 2 w^2 ln(E/E_th),
# so two marks (E1,D1), (E2,D2) determine w and the threshold energy E_th.
# Working units: micrometre, nanosecond, nanojoule, kelvin.
# The thermal part estimates how heat flow in a glass support alters the answer.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

E1, E2 = 2.0, 4.0
D1, D2 = 1.0, 1.5


def invert_marks(e1, d1, e2, d2):
    """Derived formulas for beam radius and threshold energy."""
    difference = d2**2 - d1**2
    radius = np.sqrt(difference / (2 * np.log(e2 / e1)))
    threshold = e1 * (e2 / e1) ** (-d1**2 / difference)
    return radius, threshold


w, E_th = invert_marks(E1, D1, E2, D2)
F_th = 2 * E_th / (np.pi * w**2)


# Root search from the definition, with the beam normalised by quadrature.
def unit_fluence(r, radius):
    norm = quad(lambda x: 2 * np.pi * x * np.exp(-2 * x**2 / radius**2),
                0, 8 * radius)[0]
    return np.exp(-2 * r**2 / radius**2) / norm


def search_marks(e1, d1, e2, d2):
    radius = brentq(lambda a: e1 * unit_fluence(d1 / 2, a)
                    - e2 * unit_fluence(d2 / 2, a), 0.4, 3.0)
    edge = e1 * unit_fluence(d1 / 2, radius)
    return radius, edge / unit_fluence(0.0, radius), edge


w_num, E_num, F_num = search_marks(E1, D1, E2, D2)
assert np.allclose([w_num, E_num, F_num], [w, E_th, F_th], rtol=1e-7)
w_cal, E_cal, _ = search_marks(1.1 * E1, D1, 1.1 * E2, D2)
assert np.allclose([w_cal, E_cal], [w, 1.1 * E_th], rtol=1e-7)
w_double, E_double, _ = search_marks(E1, 2 * D1, E2, 2 * D2)
assert np.allclose([w_double, E_double], [2 * w, E_th], rtol=1e-7)

# Simulated fluence map: the switched area must reproduce the observed widths.
pixel = 0.005
axis = (np.arange(1200) - 599.5) * pixel
r_squared = axis[:, None]**2 + axis[None, :]**2
beam_map = np.exp(-2 * r_squared / w**2)
beam_map /= beam_map.sum() * pixel**2


def pixel_width(energy):
    area = np.count_nonzero(energy * beam_map >= F_th) * pixel**2
    return 2 * np.sqrt(area / np.pi)


width_map_1, width_map_2 = pixel_width(E1), pixel_width(E2)
assert abs(width_map_1 - D1) < pixel
assert abs(width_map_2 - D2) < pixel
assert pixel_width(0.99 * E_th) == 0 and pixel_width(1.01 * E_th) > 0

# Width-reading errors: linear propagation against random sampling.
sigma = 0.02
delta = D2**2 - D1**2
error_w = sigma * np.hypot(D1, D2) / delta
error_E = (np.log(E2 / E1) * 2 * D1 * D2 * sigma
           * np.hypot(D1, D2) / delta**2)
rng = np.random.default_rng(4)
sample_1 = D1 + sigma * rng.standard_normal(200000)
sample_2 = D2 + sigma * rng.standard_normal(200000)
sample_w, sample_E = invert_marks(E1, sample_1, E2, sample_2)
# Curvature of the inversion and finite sampling allow a few per cent.
assert abs(sample_w.std() / w / error_w - 1) < 0.04
assert abs(sample_E.std() / E_th / error_E - 1) < 0.04

# Rough thermal values for a chalcogenide film on glass.
pulse = 50.0                  # ns
conductivity = 1.4            # W/(m K)
glass_heat = 1.65             # J/(cm^3 K)
film_heat = 1.3               # J/(cm^3 K)
latent_heat = 700.0           # J/cm^3
film_nm = 30.0
T_room, T_melt = 300.0, 900.0
diffusivity = conductivity / (glass_heat * 1e6) * 1e3   # um^2/ns


def heat_shape(r, radius, kappa=diffusivity, delay=0.0):
    """Surface-temperature shape at a delay after a square pulse."""
    def integrand(s):
        spread = radius**2 + 8 * kappa * s**2
        return 2 * np.exp(-2 * r**2 / spread) / spread
    return quad(integrand, np.sqrt(delay), np.sqrt(pulse + delay))[0]


def heat_fit(kappa):
    radius = brentq(lambda a: E1 * heat_shape(D1 / 2, a, kappa)
                    - E2 * heat_shape(D2 / 2, a, kappa), 0.3, 1.2)
    threshold = (E1 * heat_shape(D1 / 2, radius, kappa)
                 / heat_shape(0.0, radius, kappa))
    return radius, threshold


assert np.allclose(heat_fit(1e-10), [w, E_th], rtol=1e-5)
w_heat, E_heat = heat_fit(diffusivity)
assert w_heat < w

# The edge is hottest when the pulse ends, not later during cooling.
for edge in (D1 / 2, D2 / 2):
    end_value = heat_shape(edge, w_heat)
    for wait in (0.1, 1.0, 5.0, 20.0, 50.0, 200.0):
        assert heat_shape(edge, w_heat, delay=wait) < end_value

# Finite-volume heat equation in (r,z), unit peak flux and unit heat capacity.
dr, dz, nr, nz, steps = 0.05, 0.02, 60, 60, 400
dt = pulse / steps
r_cell = (np.arange(nr) + 0.5) * dr
r_face = np.arange(1, nr) * dr
flux = np.exp(-2 * r_cell**2 / w_heat**2)
temperature = np.zeros((nr, nz))
for _ in range(steps):
    change = np.zeros_like(temperature)
    radial = r_face[:, None] * np.diff(temperature, axis=0) / dr**2
    change[:-1] += radial / r_cell[:-1, None]
    change[1:] -= radial / r_cell[1:, None]
    vertical = np.diff(temperature, axis=1) / dz**2
    change[:, :-1] += vertical
    change[:, 1:] -= vertical
    temperature += dt * diffusivity * change
    temperature[:, 0] += dt * flux / dz
surface = temperature[:, 0] + flux * dz / (2 * diffusivity)
heat_errors = []
for i in (0, 10, 15):
    integral = (w_heat**2 / np.sqrt(np.pi * diffusivity)
                * heat_shape(r_cell[i], w_heat))
    heat_errors.append(abs(surface[i] / integral - 1))
# The mesh and first-order time step limit agreement to about one per cent.
assert max(heat_errors) < 0.015


def local_width(energy):
    return w * np.sqrt(2 * np.log(energy / E_th))


def heat_width(energy):
    target = E_heat / energy * heat_shape(0.0, w_heat)
    return 2 * brentq(lambda r: heat_shape(r, w_heat) - target, 0.0, 3.0)


# Absorbed fraction needed to heat the glass surface and melt the film.
# J/cm^3 equals 1e-3 nJ/um^3.
rise = T_melt - T_room
rise_if_all_absorbed = (2 * E_heat * heat_shape(0.0, w_heat)
                        / (np.pi * pulse * glass_heat * 1e-3
                           * np.sqrt(np.pi * diffusivity)))
F_heat = 2 * E_heat / (np.pi * w_heat**2)
film_um = film_nm * 1e-3
glass_part = rise / rise_if_all_absorbed
film_part = film_heat * 1e-3 * rise * film_um / F_heat
latent_part = latent_heat * 1e-3 * film_um / F_heat
absorbed = glass_part + film_part + latent_part
assert 0 < absorbed < 1

# Rim regrowth during cooling makes the final mark smaller than the melt.
growth_speed, growth_time = 1.0, 20.0        # m/s = nm/ns, ns
retreat = growth_speed * growth_time * 1e-3
w_rim, E_rim = invert_marks(E1, D1 + 2 * retreat, E2, D2 + 2 * retreat)

wavelength = 0.65
divergence = wavelength / (np.pi * w)
rayleigh = np.pi * w**2 / wavelength


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Pulse energy 1", E1, "nJ", 1)
show("Mark width 1", D1, "um", 1)
show("Pulse energy 2", E2, "nJ", 1)
show("Mark width 2", D2, "um", 1)
show("Difference of squared widths", delta, "um^2")
show("ln(E2/E1)", np.log(E2 / E1), "", 4)
show("Squared beam radius", w**2, "um^2", 4)
show("Beam radius w (1/e^2)", w, "um", 4)
show("Beam full width at half maximum", w * np.sqrt(2 * np.log(2)), "um")
show("Threshold pulse energy", E_th, "nJ", 4)
show("Threshold fluence", 100 * F_th, "mJ/cm^2", 1)
show("E1/E_th", E1 / E_th, "")
show("E2/E_th", E2 / E_th, "")
show("Pixel-map width at 2 nJ", width_map_1, "um", 4)
show("Pixel-map width at 4 nJ", width_map_2, "um", 4)
show("Assumed error of each width", sigma, "um", 2)
show("Resulting error of w", 100 * error_w, "percent", 1)
show("Resulting error of E_th", 100 * error_E, "percent", 1)
show("Rough pulse duration", pulse, "ns", 0)
show("Rough glass conductivity", conductivity, "W/(m K)", 1)
show("Rough glass heat capacity", glass_heat, "J/(cm^3 K)", 2)
show("Glass diffusivity", diffusivity * 1e3, "um^2/us")
show("Spread 8*diffusivity*duration", 8 * diffusivity * pulse, "um^2")
show("Heat-corrected optical radius", w_heat, "um", 4)
show("Heat-corrected threshold energy", E_heat, "nJ", 4)
show("Heat-corrected threshold fluence", 100 * F_heat, "mJ/cm^2", 1)
show("Change of radius by heat flow", 100 * (w_heat / w - 1), "percent", 1)
show("Change of E_th by heat flow", 100 * (E_heat / E_th - 1), "percent", 1)
show("Largest heat-solver difference", 100 * max(heat_errors), "percent", 2)
for energy in (1.3, 3.0):
    show(f"Local-model width at {energy} nJ", local_width(energy), "um")
    show(f"Heat-model width at {energy} nJ", heat_width(energy), "um")
show("Rough film thickness", film_nm, "nm", 0)
show("Rough film heat capacity", film_heat, "J/(cm^3 K)", 1)
show("Rough latent heat", latent_heat, "J/cm^3", 0)
show("Starting temperature", T_room, "K", 0)
show("Rough melting temperature", T_melt, "K", 0)
show("Absorbed fraction needed", absorbed, "", 2)
show("Latent share of absorbed heat", 100 * latent_part / absorbed,
     "percent", 1)
show("Linear centre temperature at 2 nJ", T_room + rise * E1 / E_heat,
     "K", 0)
show("Linear centre temperature at 4 nJ", T_room + rise * E2 / E_heat,
     "K", 0)
show("Rough rim growth speed", growth_speed, "m/s", 1)
show("Rough rim growth time", growth_time, "ns", 0)
show("Rim retreat on each side", 1000 * retreat, "nm", 0)
show("Radius corrected for rim retreat", w_rim, "um", 4)
show("E_th corrected for rim retreat", E_rim, "nJ", 4)
show("Wavelength", 1000 * wavelength, "nm", 0)
show("Beam divergence half-angle", divergence, "rad")
show("Rayleigh range", rayleigh, "um", 2)
print("no test failed")
```

Printed output:

```
Pulse energy 1: 2.0 nJ
Mark width 1: 1.0 um
Pulse energy 2: 4.0 nJ
Mark width 2: 1.5 um
Difference of squared widths: 1.250 um^2
ln(E2/E1): 0.6931
Squared beam radius: 0.9017 um^2
Beam radius w (1/e^2): 0.9496 um
Beam full width at half maximum: 1.118 um
Threshold pulse energy: 1.1487 nJ
Threshold fluence: 81.1 mJ/cm^2
E1/E_th: 1.741
E2/E_th: 3.482
Pixel-map width at 2 nJ: 1.0002 um
Pixel-map width at 4 nJ: 1.5000 um
Assumed error of each width: 0.02 um
Resulting error of w: 2.9 percent
Resulting error of E_th: 4.8 percent
Rough pulse duration: 50 ns
Rough glass conductivity: 1.4 W/(m K)
Rough glass heat capacity: 1.65 J/(cm^3 K)
Glass diffusivity: 0.848 um^2/us
Spread 8*diffusivity*duration: 0.339 um^2
Heat-corrected optical radius: 0.8946 um
Heat-corrected threshold energy: 1.1445 nJ
Heat-corrected threshold fluence: 91.0 mJ/cm^2
Change of radius by heat flow: -5.8 percent
Change of E_th by heat flow: -0.4 percent
Largest heat-solver difference: 0.17 percent
Local-model width at 1.3 nJ: 0.472 um
Heat-model width at 1.3 nJ: 0.477 um
Local-model width at 3.0 nJ: 1.316 um
Heat-model width at 3.0 nJ: 1.315 um
Rough film thickness: 30 nm
Rough film heat capacity: 1.3 J/(cm^3 K)
Rough latent heat: 700 J/cm^3
Starting temperature: 300 K
Rough melting temperature: 900 K
Absorbed fraction needed: 0.27
Latent share of absorbed heat: 8.5 percent
Linear centre temperature at 2 nJ: 1349 K
Linear centre temperature at 4 nJ: 2397 K
Rough rim growth speed: 1.0 m/s
Rough rim growth time: 20 ns
Rim retreat on each side: 20 nm
Radius corrected for rim retreat: 0.9646 um
E_th corrected for rim retreat: 1.1185 nJ
Wavelength: 650 nm
Beam divergence half-angle: 0.218 rad
Rayleigh range: 4.36 um
no test failed
```
